# Refractive Indices of the Magnetized Vacuum at Arbitrary Field Strength

## Result and conventions

A weak, low-frequency electromagnetic wave crosses a uniform magnetic field $\mathbf B$ in vacuum, its wavevector $\mathbf k$ at angle $\theta$ to $\mathbf B$. Virtual electron-positron pairs make the vacuum birefringent. The $\parallel$ mode has its electric vector in the plane of $\mathbf k$ and $\mathbf B$, the $\perp$ mode normal to that plane. Their indices are

$$n_\parallel^2=\frac{\gamma+P}{\gamma+P\cos^2\theta},\qquad n_\perp^2=\frac{\gamma}{\gamma-Q\sin^2\theta}, \tag{1}$$

$$\gamma=-L_F,\qquad P=B^2L_{GG},\qquad Q=B^2L_{FF}. \tag{2}$$

Subscripts denote derivatives of the Lagrangian density $L(F,G)$ with respect to $F=(B^2-E^2)/2$ and $G=\mathbf E\cdot\mathbf B$, taken at $\mathbf E=0$. I use $\hbar=c=1$ and Heaviside-Lorentz units, with $\alpha=e^2/4\pi$, $B_c=m^2/e$ and $\beta=B/B_c$. For $\beta\gg1$ with $\alpha\beta/3\pi\ll1$, to leading order,

$$n_\parallel-1\simeq\frac{\alpha}{6\pi}\,\beta\sin^2\theta,\qquad n_\perp-1\simeq\frac{\alpha}{6\pi}\sin^2\theta. \tag{3}$$

The linear growth thus belongs to $n_\parallel-1$ and to a window of field strengths. Beyond it, $n_\parallel$ bends towards $1/\cos\theta$.

The assumptions are one electron loop, no plasma, a field uniform over a wavelength, and $\omega$ and $k$ far below $m$. The last two allow a Lagrangian without field derivatives.

## The one-loop Lagrangian

In a magnetic field the Dirac sea has energies $-\sqrt{m^2+p^2+2neB}$, where $p$ is the momentum along $\mathbf B$. Each level has areal density $eB/2\pi$ and spin degeneracy $g_0=1$, $g_{n\ge1}=2$. For a static magnetic field the Lagrangian density is minus the energy density, so the sea contributes

$$L_1=\frac{eB}{2\pi}\sum_n g_n\int\frac{dp}{2\pi}\sqrt{m^2+p^2+2neB}.$$

This diverges, but its third derivative in $m^2$ does not. With $d^3\sqrt w/dw^3=\frac38w^{-5/2}$ and $\int dp\,(p^2+M^2)^{-5/2}=4/(3M^4)$,

$$\frac{\partial^3L_1}{\partial(m^2)^3}=\frac{eB}{8\pi^2}\sum_n\frac{g_n}{(m^2+2neB)^2}
=\frac1{8\pi^2}\int_0^\infty ds\,e^{-m^2s}\,x\coth x, \tag{4}$$

where $x=eBs$. The second form uses $M^{-4}=\int ds\,s\,e^{-M^2s}$ and $\sum_n g_ne^{-2nx}=\coth x$. Integrating three times in $m^2$ multiplies the integrand by $-1/s^3$. From $x\coth x$ we subtract 1, a field-independent energy, and $x^2/3$, a multiple of $B^2$ absorbed in the normalization of charge and field. The integration constants vanish because the remaining loop effect must vanish as $m\to\infty$:

$$L_1(B)=-\frac1{8\pi^2}\int_0^\infty\frac{ds}{s^3}e^{-m^2s}\left[x\coth x-1-\frac{x^2}{3}\right]. \tag{5}$$

To include an electric field parallel to $\mathbf B$, continue to imaginary time, where $E=i\eta$ with real $\eta$. The loop contributes the logarithm of the Dirac determinant. The Dirac eigenvalues come in pairs $m\pm i\lambda$, so per unit volume

$$L_1=\tfrac12\ln\det(m^2-D\!\!\!\!/^{\,2})=-\frac12\int_0^\infty\frac{ds}{s}\,e^{-m^2s}\,\mathrm{Tr}\,e^{sD\!\!\!\!/^{\,2}},$$

up to a constant. The operator $-D\!\!\!\!/^{\,2}$ is a sum of two commuting Landau problems, one in the plane normal to $\mathbf B$ with field $B$, the other in the plane of $\mathbf B$ and imaginary time with field $\eta$. Their eigenvalues are $eB(2n+1-\sigma)$ and $e\eta(2n'+1-\sigma')$, with independent signs $\sigma,\sigma'=\pm1$. Each plane contributes its degeneracy times the same sum as before, so

$$\mathrm{Tr}\,e^{sD\!\!\!\!/^{\,2}}=\frac{eB}{2\pi}\coth(eBs)\,\frac{e\eta}{2\pi}\coth(e\eta s)=\frac{(x\coth x)(y\coth y)}{4\pi^2s^2},\quad y=e\eta s.$$

For $\eta\to0$ the last factor tends to 1 and the prefactor of (5) returns. Going back to real $E=i\eta$ turns $y\coth y$ into $eEs\cot(eEs)$. For general fields, Lorentz invariance lets us use a frame with $\mathbf E\parallel\mathbf B$. There the field strengths $a_+$ (magnetic) and $a_-$ (electric) obey $a_+^2-a_-^2=2F$ and $a_+a_-=|G|$. The result is the Heisenberg-Euler Lagrangian:

$$L=-F-\frac1{8\pi^2}\int_0^\infty\frac{ds}{s^3}e^{-m^2s}\left[(es)^2a_+a_-\coth(ea_+s)\cot(ea_-s)-1-\tfrac23(es)^2F\right]. \tag{6}$$

The poles of the cotangent describe pair creation. Its rate is of order $e^{-\pi m^2/(ea_-)}$, which has no power series in $a_-$ and does not affect the second derivatives at $a_-=0$.

## Response to a weak wave

Add wave fields $\mathbf e,\mathbf b$ to the background. Then

$$\delta F=\mathbf B\cdot\mathbf b+\tfrac12(b^2-e^2),\qquad \delta G=\mathbf B\cdot\mathbf e+\mathbf e\cdot\mathbf b.$$

Since $L$ is even in $G$, both $L_G$ and $L_{FG}$ vanish at $G=0$. The linear term $L_F\mathbf B\cdot\mathbf b$ is a total derivative, because $\mathbf b$ is a curl and $\mathbf B$ is uniform. The quadratic part is

$$L_2=\frac\gamma2(e^2-b^2)+\frac12L_{FF}(\mathbf B\cdot\mathbf b)^2+\frac12L_{GG}(\mathbf B\cdot\mathbf e)^2. \tag{7}$$

Hence $\mathbf d=\partial L_2/\partial\mathbf e$ and $\mathbf h=-\partial L_2/\partial\mathbf b$ are

$$\mathbf d=\gamma\mathbf e+L_{GG}\mathbf B(\mathbf B\cdot\mathbf e),\qquad
\mathbf h=\gamma\mathbf b-L_{FF}\mathbf B(\mathbf B\cdot\mathbf b). \tag{8}$$

For a plane wave with $k=n\omega$, Maxwell's equations give

$$\mathbf b=n\,\hat{\mathbf k}\times\mathbf e,\qquad n\,\hat{\mathbf k}\times\mathbf h=-\mathbf d. \tag{9}$$

Take $\mathbf B=B\hat{\mathbf z}$ and $\hat{\mathbf k}=(\sin\theta,0,\cos\theta)$, so that $\hat{\mathbf k}\times\hat{\mathbf y}=(-\cos\theta,0,\sin\theta)$.

**The $\perp$ mode.** With $\mathbf e=e\hat{\mathbf y}$, (8) and (9) give $\mathbf d=\gamma e\hat{\mathbf y}$ and

$$\mathbf h=ne\,\bigl(-\gamma\cos\theta,\;0,\;(\gamma-Q)\sin\theta\bigr).$$

The $y$ component of $\hat{\mathbf k}\times\mathbf h$ is $h_x\cos\theta-h_z\sin\theta=-ne(\gamma-Q\sin^2\theta)$. The second equation of (9) becomes $n^2(\gamma-Q\sin^2\theta)=\gamma$, which is $n_\perp^2$ in (1).

**The $\parallel$ mode.** With $\mathbf e=(e_x,0,e_z)$ and $w=e_x\cos\theta-e_z\sin\theta$, we have $\mathbf b=nw\hat{\mathbf y}$. This is normal to $\mathbf B$, so $\mathbf h=\gamma\mathbf b$. The $x$ and $z$ components of (9) read

$$e_x=n^2w\cos\theta,\qquad(\gamma+P)e_z=-\gamma n^2w\sin\theta.$$

Inserting both in the definition of $w$ and dividing by $w$ gives

$$1=n^2\left[\cos^2\theta+\frac{\gamma\sin^2\theta}{\gamma+P}\right]
=n^2\,\frac{\gamma+P\cos^2\theta}{\gamma+P},$$

which is $n_\parallel^2$ in (1). Both indices are 1 at $\theta=0$.

## The three coefficients

Define $t(x)=x\coth x$ and $p(x)=t'(x)/x$. At $G=0$, $F=B^2/2$ and $\partial/\partial F=B^{-1}d/dB$. Since $dx/dB=es$ and $es/B=e^2s^2/x$, (5) gives

$$\frac{\partial L_1}{\partial F}=-\frac{e^2}{8\pi^2}\int_0^\infty\frac{ds}{s}e^{-m^2s}\left(p-\frac23\right).$$

Now $e^2/8\pi^2=\alpha/2\pi$, $ds/s=dx/x$ and $m^2s=x/\beta$. With the Maxwell term included,

$$\gamma=1+\frac\alpha{2\pi}\int_0^\infty\frac{dx}{x}e^{-x/\beta}\left(p-\frac23\right). \tag{10}$$

A second derivative at fixed $s$ acts on $p(eBs)$ alone, and $B^2\cdot B^{-1}dp/dB=xp'$. Therefore

$$Q=-\frac\alpha{2\pi}\int_0^\infty dx\,e^{-x/\beta}p'(x). \tag{11}$$

For $L_{GG}$ hold $F=B^2/2$ fixed and let $G$ be small. Then $a_-^2\simeq G^2/B^2$, and $a_+^2=B^2+a_-^2$ gives $a_+\simeq B+G^2/(2B^3)$. Using $z\cot z\simeq1-z^2/3$, the product in (6) becomes

$$\left[t+\frac{es\,G^2}{2B^3}t'\right]\left[1-\frac{e^2s^2G^2}{3B^2}\right]
\simeq t+\frac{e^2s^2G^2}{B^2}\left(\frac p2-\frac t3\right),$$

because $es/(2B^3)=(e^2s^2/B^2)/(2x)$. The coefficient of $G^2$ in $L$ is $L_{GG}/2$, and the subtractions do not depend on $G$. So

$$P=\frac\alpha\pi\int_0^\infty\frac{dx}{x}e^{-x/\beta}\left(\frac t3-\frac p2\right). \tag{12}$$

## Weak fields

For $\beta\ll1$ small $x$ dominates. From $t=1+x^2/3-x^4/45+\dots$ follow $p=2/3-4x^2/45+\dots$, $p'=-8x/45+\dots$ and $t/3-p/2=(1/9+2/45)x^2+\dots=7x^2/45+\dots$. With $\int_0^\infty dx\,x\,e^{-x/\beta}=\beta^2$,

$$P\simeq\frac{7\alpha}{45\pi}\beta^2,\qquad Q\simeq\frac{4\alpha}{45\pi}\beta^2.$$

To first order in $\alpha$, (1) reduces to $n_\parallel-1=\frac12P\sin^2\theta$ and $n_\perp-1=\frac12Q\sin^2\theta$, so

$$n_\parallel-1\simeq\frac{7\alpha}{90\pi}\beta^2\sin^2\theta,\qquad
n_\perp-1\simeq\frac{4\alpha}{90\pi}\beta^2\sin^2\theta. \tag{13}$$

Both modes start quadratically, with ratio 7:4. They part company in strong fields.

## Strong fields

**The coefficient $P$.** At large $x$, $t\to x$ and $p\to1/x$. Separating the growing part of (12),

$$P=\frac\alpha\pi\left[\frac\beta3+C+O\!\left(\frac{\ln\beta}\beta\right)\right],\quad
C=\int_0^\infty\frac{dx}{x}\left[\frac{t-x}{3}-\frac p2\right]\simeq-0.636. \tag{14}$$

The integral for $C$ converges: its bracket vanishes as $-x/3$ at small $x$ and as $-1/(2x)$ at large $x$. The latter tail, combined with $1-e^{-x/\beta}\simeq x/\beta$ for $x\ll\beta$, produces the logarithm in the remainder.

**The coefficient $Q$.** The partial-fraction series $t=1+2\sum_{k\ge1}x^2/(x^2+k^2\pi^2)$ gives

$$p(x)=4\sum_{k=1}^\infty\frac{k^2\pi^2}{(x^2+k^2\pi^2)^2}. \tag{15}$$

Every term decreases with $x$, so $p$ falls monotonically from $p(0)=4\sum_k1/(k^2\pi^2)=2/3$ to zero. In (11), $-p'$ is positive and the exponential is less than 1. Hence, for every $B>0$,

$$0<Q<\frac\alpha{2\pi}\,[p(0)-p(\infty)]=\frac\alpha{3\pi}, \tag{16}$$

and the upper bound is the limit for $\beta\to\infty$.

**The coefficient $\gamma$.** For $1\ll x\ll\beta$ the integrand of (10) is close to $-2/(3x)$. This gives $\gamma-1=-(\alpha/3\pi)\ln\beta$ plus a constant of order $\alpha$.

**The indices.** Subtracting 1 from (1),

$$n_\parallel^2-1=\frac{P\sin^2\theta}{\gamma+P\cos^2\theta},\qquad
n_\perp^2-1=\frac{Q\sin^2\theta}{\gamma-Q\sin^2\theta}. \tag{17}$$

In the window $\beta\gg1$, $\alpha\beta/3\pi\ll1$, both denominators are close to 1. Then $P\simeq\alpha\beta/3\pi$, $Q\simeq\alpha/3\pi$ and $n-1\simeq(n^2-1)/2$ yield (3). The upper end of the window lies well below $\beta=3\pi/\alpha\simeq1290$.

To see how the linear law begins to fail, set $q=P/\gamma$ and expand to second order:

$$n_\parallel-1\simeq\frac q2\sin^2\theta\left[1-q\left(\cos^2\theta+\tfrac14\sin^2\theta\right)\right]. \tag{18}$$

For $P\cos^2\theta\gg1$, (1) gives $n_\parallel\simeq1/\cos\theta$; the closer $\theta$ is to $90^\circ$, the stronger the field this requires. The wavevector component along $\mathbf B$, $n_\parallel\omega\cos\theta$, then tends to $\omega$. At $90^\circ$, $n_\parallel^2=1+P/\gamma$, so for $P\gg1$ the index grows as $\sqrt\beta$ while $\gamma$ stays near 1. The assumption $k\ll m$ made at the outset then reads $\omega\ll m/n_\parallel$; it is a sufficient condition, not a necessary one.

## Origin of the linear term

The lowest Landau level behaves as a one-dimensional Dirac sea along $\mathbf B$, with Hamiltonian $p\sigma_z+m\sigma_x$ and energies $\pm\varepsilon=\pm\sqrt{p^2+m^2}$. The velocity $\sigma_z$ connects the two bands with matrix element of magnitude $m/\varepsilon$. Dividing by the gap $2\varepsilon$ gives the position matrix element $m/2\varepsilon^2$. Second-order perturbation theory gives a polarizability per unit length

$$\int\frac{dp}{2\pi}\,\frac{2e^2}{2\varepsilon}\left(\frac m{2\varepsilon^2}\right)^2
=\frac{e^2m^2}{8\pi}\int\frac{dp}{\varepsilon^5}=\frac{e^2}{6\pi m^2}. \tag{19}$$

Multiplication by the areal density $eB/2\pi=\beta m^2/2\pi$ gives $e^2\beta/12\pi^2=\alpha\beta/3\pi$, the entire linear term of $P$. The growth therefore reflects the number of lowest-level states per area.

An electric vector normal to $\mathbf B$ cannot polarize this level internally: the transverse velocity operator flips the spin, and the level has a single spin direction. It couples the level only to $n=1$, across a gap $\Delta\ge\sqrt{p^2+2eB}$, with a velocity matrix element of at most 1. The polarizability per unit length is then at most of order $e^2\int dp\,\Delta^{-3}\sim e^2/eB$, and multiplication by the density $eB/2\pi$ leaves a contribution of order $\alpha$ that does not grow linearly with $B$. This agrees with (8), where the transverse permittivity is $\gamma$, without a linear term.

## Worked example

Take $\theta=60^\circ$, so $\sin^2\theta=0.75$, and $\beta=100$. The critical field is $B_c=4.414\times10^9$ T, or $1.878\times10^4$ atomic units, and thus $B=4.414\times10^{11}$ T. The integrals give

$$\gamma=0.997758,\qquad Q=7.2235\times10^{-4},\qquad P=0.076007.$$

The linear term of $P$ is 0.077427; the difference is $-0.001420$. The constant $C$ contributes $\alpha C/\pi=-0.001477$, slightly more than this, and the remainder in (14) supplies a small positive offset. Equation (1) gives

$$n_\parallel^2=\frac{0.997758+0.076007}{0.997758+0.25\times0.076007}=1.05607,\qquad n_\parallel=1.02765,$$

$$n_\perp^2=\frac{0.997758}{0.997758-0.75\times7.2235\times10^{-4}}=1.000543,\qquad n_\perp=1.000272.$$

These digits evaluate the one-loop formula; higher loops are omitted and their size is not estimated here. The linear law predicts $n_\parallel-1=0.02904$, about 5% above the one-loop value 0.02765. In (18), $q=0.0762$ and the bracket is $1-0.4375q=0.967$, so bending accounts for about 3%. The rest comes from $C$, which lowers $P$ by about 2%, slightly offset by $\gamma<1$ and by the remainder in (14).

The same comparison at other fields, still at $60^\circ$, shows both ends of the window:

| $\beta$ | $n_\parallel-1$ | linear law | $n_\perp-1$ |
|---|---|---|---|
| 1 | $1.04\times10^{-4}$ | $2.90\times10^{-4}$ | $3.90\times10^{-5}$ |
| 10 | $2.46\times10^{-3}$ | $2.90\times10^{-3}$ | $1.924\times10^{-4}$ |
| 100 | $0.0277$ | $0.0290$ | $2.716\times10^{-4}$ |
| 1000 | $0.220$ | $0.290$ | $2.887\times10^{-4}$ |
| 10000 | $0.727$ | $2.90$ | $2.918\times10^{-4}$ |

At $\beta=1$ the linear law is too large by a factor of 2.8, because the response is still turning over from (13). At $\beta=1000$ it is 32% above the one-loop value, and at $10^4$ four times too large, because $P$ is no longer small.

The last entry for $n_\perp-1$ slightly exceeds the plateau $\alpha\sin^2\theta/6\pi=2.904\times10^{-4}$. This does not contradict (16), which bounds $Q$ and not the index. In (17), $Q$ is divided by a denominator that falls slowly with $\ln\beta$. The plateau is thus a leading-order statement, requiring $(\alpha/3\pi)\ln\beta\ll1$. It also counts the electron loop only. Loops of heavier charged particles add to $\gamma-1$, $P$ and $Q$ once $B$ approaches their own critical fields. For the muon the same formulas apply with $\beta$ replaced by $\beta\,(m/m_\mu)^2$, which is 0.23 at $\beta=10^4$. There the muon loop raises $n_\perp-1$ by about 1.3%, more than the excess over the plateau, and at $\beta=10^6$ by about 80%. The relative change of $n_\parallel-1$ stays below $10^{-5}$ in both cases.

Evaluated at $\beta=10^6$, formula (1) gives $n_\parallel=1.996$, close to $1/\cos60^\circ=2$. This illustrates the mathematical limit of the one-loop result. The numerical output below also compares (1) with a direct diagonalization of the wave equation, using numerical second derivatives of the Lagrangian at imaginary electric field; the values of $n-1$ agree to within a relative deviation of $5\times10^{-6}$.

## Table of computed values

```
fine-structure constant alpha = 0.007297353
critical field B_c = 4.41401e+09 T
critical field B_c = 18778.87 atomic units of B
alpha/(6 pi) = 3.871366e-04
alpha/(3 pi) = 7.742732e-04
beta at which alpha*beta/(3 pi)=1: 1291.5
Example: beta = 100, theta = 60 deg
field B = 4.41401e+11 T
sin^2 theta = 0.7500
gamma = 0.99775829
B^2 L_FF = 7.223535e-04
B^2 L_GG = 7.600726e-02
linear term alpha*beta/(3 pi) = 7.742732e-02
constant C after beta/3 = -0.635946
n_par = 1.0276506
n_perp = 1.0002716
n_par - n_perp = 2.737901e-02
linear law for n_par-1 = 2.903524e-02
plateau of n_perp-1 = 2.903524e-04
Table at theta = 60 deg (dimensionless):
beta      n_par-1       linear law    n_perp-1
0.1       1.34794e-06   2.90352e-05   7.61499e-07
1         1.04366e-04   2.90352e-04   3.89634e-05
10        2.46100e-03   2.90352e-03   1.92390e-04
100       2.76506e-02   2.90352e-02   2.71602e-04
1000      2.19580e-01   2.90352e-01   2.88677e-04
10000     7.26801e-01   2.90352e+00   2.91761e-04
n_par at beta=1e6, 60 deg = 1.99618
limit 1/cos(theta) = 2.00000
n_par(4e6)/n_par(1e6) at 90 deg = 2.00013
Checks (dimensionless):
Landau sum vs proper time, max rel. dev. = 2.1e-14
wave equation vs formulas, max rel. dev. of n-1 = 4.8e-06
weak-field coefficient par = 0.077774 (7/90 = 0.077778)
weak-field coefficient perp = 0.044437 (4/90 = 0.044444)
window test: coupling = 1e-07, beta = 1e+04
ratio to linear law, par = 0.999763
ratio to plateau, perp = 0.998640
lowest-Landau-level slope = 7.742732e-04
slope of B^2 L_GG in beta = 7.742731e-04
```
